# Quarter-wave retardance error in a null ellipsometer with compensator at 45 degrees

## Retardance error of the compensator in null ellipsometry

### What symmetry fixes

Light passes a polarizer, a nominal quarter-wave plate with its fast axis at 45° to the plane of incidence, an isotropic sample and an analyzer. Let $\chi=E_s/E_p$ be the ratio of field components leaving the plate. The sample multiplies the $p$ component by $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$ relative to the $s$ component. The analyzer, at azimuth $A$ from the $p$ axis, extinguishes the light when $\rho\,E_p\cos A+E_s\sin A=0$, that is, when

$$\rho=-\chi\tan A. \tag{1}$$

The polarizer must therefore give $\chi$ the right phase, up to 180°, and the analyzer then matches the modulus. So $\Delta$ is read from the polarizer and $\Psi$ from the analyzer.

Let the plate be lossless, with retardance $90^\circ+\varepsilon$, and let $x$ be the polarizer azimuth measured from its fast axis. Two symmetries relate $\varepsilon$ to $-\varepsilon$.

- Reflection in the fast axis exchanges $p$ and $s$, leaves the plate as it is and reverses $x$. Hence $\chi(-x,\varepsilon)=1/\chi(x,\varepsilon)$.
- Complex conjugation turns the slow/fast ratio $e^{-i(90^\circ+\varepsilon)}$ into $e^{i(90^\circ+\varepsilon)}=-e^{-i(90^\circ-\varepsilon)}$. The minus sign amounts to reversing $x$. Hence $\chi^*(x,\varepsilon)=\chi(-x,-\varepsilon)$.

Together they give

$$\chi(x,-\varepsilon)=\frac{1}{\chi^*(x,\varepsilon)}. \tag{2}$$

At fixed $x$ the phase of $\chi$ is thus even in $\varepsilon$, and $\ln|\chi|$ is odd. The polarizer setting that produces a required phase is then also even in $\varepsilon$, so the reading of $\Delta$ has no linear error. The reading of $\ln\tan\Psi$ can have one.

At one setting of the plate there are two nulls, called zones. The relation between them follows from energy conservation. A lossless plate keeps orthogonal polarizations orthogonal, so turning the polarizer by 90° changes $\chi$ to $\chi_2$ with $1+\chi^*\chi_2=0$, or

$$\chi_2=-\frac{1}{\chi^*}=-\frac{\chi}{|\chi|^2}. \tag{3}$$

The phase has changed by 180°, so (1) can again be met, with $A$ of opposite sign. The modulus has been inverted, so the errors of $\ln\tan\Psi$ in the two nulls are opposite. Finally, $\tan\Psi$ enters (1) as a real factor that $\tan A$ absorbs, so the error of $\ln\tan\Psi$ depends on $\varepsilon$ and $\Delta$ alone. To first order it must be $\pm\varepsilon f(\Delta)$. It remains to find $f$ and the signs.

### The null condition

Fields vary as $e^{+i\omega t}$, so a delay is a negative phase. Azimuths are measured from the $p$ axis toward the $s$ axis, with $p$, $s$ and the direction of travel forming a right-handed set both before and after the sample. The sign of $r_p$ is chosen so that a bare surface at normal incidence has $\Delta=180^\circ$. The fast axis lies at $C=45^\circ c$ with $c=\pm1$, and $a=\pm1$ is the sign of $A$, with $|A|<90^\circ$.

With $x=P-C$ for polarizer azimuth $P$, the field entering the plate has components $\cos x$ and $\sin x$ along the fast and slow axes. The plate multiplies the second by $r=e^{-i(90^\circ+\varepsilon)}$. Projecting back on $p$ and $s$ gives

$$E_p=\cos C\cos x-r\sin C\sin x,\qquad E_s=\sin C\cos x+r\cos C\sin x. \tag{4}$$

Division of both by $\cos C\cos x$, with $w=r\tan x$, leads to

$$\chi=\frac{\tan C+w}{1-w\tan C}. \tag{5}$$

Define $Q=(1+w)/(1-w)$. For $C=+45^\circ$, $\chi=Q$; for $C=-45^\circ$, $\chi=(w-1)/(1+w)=-1/Q$. Equation (1) becomes

$$\rho=-Q\tan A\quad(c=+1),\qquad \rho=\frac{\tan A}{Q}\quad(c=-1). \tag{6}$$

### Readings with a perfect plate

For $\varepsilon=0$, $r=-i$ and $w=-i\tan x$. Since $1\mp i\tan x=e^{\mp ix}/\cos x$,

$$Q=\frac{1-i\tan x}{1+i\tan x}=e^{-2ix}. \tag{7}$$

The light reaching the sample has equal $p$ and $s$ amplitudes, and the polarizer controls their phase difference. Inserting (7) in (6), and counting a negative sign as a phase of 180°, gives $\Psi=|A|$ and

- $c=+1$: $\Delta=180^\circ-2x$ for $A>0$, and $\Delta=-2x$ for $A<0$;
- $c=-1$: $\Delta=2x$ for $A>0$, and $\Delta=2x+180^\circ$ for $A<0$.

Substituting $x=P-45^\circ c$ unites the four cases. These are the rules by which the instrument is read, whatever its actual plate; primes mark the readings:

$$\Psi'=|A|,\qquad \Delta'=180^\circ-2cP+90^\circ ac\pmod{360^\circ}. \tag{8}$$

The same list gives two relations needed below:

$$\sin2x=a\sin\Delta',\qquad \cos2x=-ac\cos\Delta'. \tag{9}$$

### The first-order shift

Let the ratio $r$ change slightly at fixed $x$. Because $w$ is proportional to $r$,

$$\frac{d\ln Q}{d\ln r}=w\left(\frac{1}{1+w}+\frac{1}{1-w}\right)=\frac{2w}{1-w^2}. \tag{10}$$

At the perfect plate $w=-i\tan x$ and $1-w^2=1+\tan^2x=1/\cos^2x$. The derivative is therefore $-2i\tan x\cos^2x=-i\sin2x$. To see what a loss would do, allow also an amplitude ratio $e^{\eta}$ of slow to fast axis, so that $\delta\ln r=\eta-i\varepsilon$. Then

$$\delta\ln Q=-i\sin2x\,(\eta-i\varepsilon)=-(\varepsilon+i\eta)\sin2x. \tag{11}$$

The retardance error changes the modulus of $Q$, and the amplitude error changes its phase.

Let $\rho'=\tan\Psi'e^{i\Delta'}$ be the value read from given $P$ and $A$ by (8). It is the right-hand side of (6) with the perfect $Q$. The true value contains the actual $Q$, so $\ln\rho=\ln\rho'+c\,\delta\ln Q$, the factor $c$ arising because $Q$ stands in the denominator for $c=-1$. Solving for $\ln\rho'$ and using (9), where $\Delta'$ may be replaced by $\Delta$ at this order,

$$\ln\rho'=\ln\rho+ac\,(\varepsilon+i\eta)\sin\Delta. \tag{12}$$

For a lossless plate, $\eta=0$, the real and imaginary parts are

$$\ln\tan\Psi'=\ln\tan\Psi+ac\,\varepsilon\sin\Delta+\dots,\qquad \Delta'=\Delta+O(\varepsilon^2). \tag{13}$$

This is the main result, with $f(\Delta)=\sin\Delta$. The two zones with opposite shifts are the nulls at one compensator setting: $c$ is fixed, $A$ changes sign, and $P$ differs by 90°. If $A$ and $C$ are both reversed, $ac$ is unchanged and the shifts are equal. Averaging such a pair leaves the whole first-order error in place.

Two cases show the mechanism. When $\sin\Delta=0$, (9) puts the polarizer along an axis of the plate. The retardance then has no effect on the light, and the shift vanishes. When $\Delta=90^\circ$, $c=+1$ and $A<0$, (8) gives $P=0$: the input is purely $p$-polarized. A quarter-wave plate would make it circular. A plate of larger retardance lies nearer to a half-wave plate, which would turn $p$ into $s$, so too much light arrives in $s$. By (1) the analyzer then needs a smaller $|\tan A|$, in accord with the sign $ac=-1$.

### Finite error, and where the method fails

For a lossless plate the result can be found without expansion. Multiply numerator and denominator of $Q$ by $1-w^*$:

$$Q=\frac{1-|w|^2+2i\,\mathrm{Im}\,w}{|1-w|^2},\qquad |Q|^2=\frac{1+|w|^2+2\,\mathrm{Re}\,w}{1+|w|^2-2\,\mathrm{Re}\,w}. \tag{14}$$

Here $r=-\sin\varepsilon-i\cos\varepsilon$, so $\mathrm{Re}\,w=-\tan x\sin\varepsilon$, $\mathrm{Im}\,w=-\tan x\cos\varepsilon$ and $|w|=|\tan x|$. Multiplying the numerator of $Q$, and both parts of $|Q|^2$, by $\cos^2x$ shows that $Q$ has the phase of $\cos2x-i\sin2x\cos\varepsilon$, and that

$$\ln|Q|=\frac12\ln\frac{1-\sin2x\sin\varepsilon}{1+\sin2x\sin\varepsilon}=-\operatorname{artanh}(\sin2x\sin\varepsilon). \tag{15}$$

With (6) and (9), the phase of $\rho$ is in each of the four cases that of $\cos\Delta'+i\sin\Delta'\cos\varepsilon$. Therefore

$$\tan\Delta'=\frac{\tan\Delta}{\cos\varepsilon}\ \text{(same quadrant)},\qquad \ln\frac{\tan\Psi'}{\tan\Psi}=ac\,\operatorname{artanh}(\sin\varepsilon\sin\Delta'). \tag{16}$$

For small $\varepsilon$, $1/\cos\varepsilon\approx1+\varepsilon^2/2$. The change of $\tan\Delta$ is $(\Delta'-\Delta)/\cos^2\Delta=(\varepsilon^2/2)\tan\Delta$, so

$$\Delta'-\Delta\approx\frac{\varepsilon^2}{4}\sin2\Delta. \tag{17}$$

This residue has the same sign in all four zones, and zone averaging does not remove it.

The formulas require $|\varepsilon|<90^\circ$. At $\varepsilon=90^\circ$ the plate is a half-wave plate, and at $\varepsilon=-90^\circ$ it has no retardance. In either case linear light stays linear, and a sample with $\sin\Delta\neq0$ makes it elliptical unless it is purely $p$- or $s$-polarized. The only nulls left have the analyzer along the $p$ or $s$ axis, and they carry no information about $\rho$.

### Averaging, and measuring the plate

Call the azimuths at one compensator setting $A_+>0$ and $A_-<0$. By (16) both nulls have the same $\Delta'$ and opposite logarithmic shifts, so for a lossless plate at 45°

$$\tan^2\Psi=\tan A_+\,\tan|A_-|. \tag{18}$$

The geometric mean of the tangents thus removes the error in $\Psi$ at finite $\varepsilon$ too. The arithmetic mean of the angles does not quite do so. With $u=\ln\tan\Psi$, the derivatives are $d\Psi/du=\tfrac12\sin2\Psi$ and $d^2\Psi/du^2=\tfrac12\cos2\Psi\sin2\Psi=\tfrac14\sin4\Psi$. For shifts $\pm\varepsilon\sin\Delta$ of $u$, the linear terms cancel and

$$\frac{A_++|A_-|}{2}-\Psi\approx\frac{(\varepsilon\sin\Delta)^2}{8}\sin4\Psi. \tag{19}$$

The difference between the zones measures the plate. At $C=+45^\circ$, (16) gives

$$\sin\varepsilon=\frac{\tanh\left[\tfrac12\ln(\tan A_+/\tan|A_-|)\right]}{\sin\Delta'}. \tag{20}$$

A sample with $\Delta$ near $\pm90^\circ$ and $\Psi$ near 45° is best for this purpose, since $A_+-|A_-|\approx\varepsilon\sin2\Psi\sin\Delta$.

### Two other imperfections

According to (12), unequal transmission shifts $\Delta'$ by $ac\,\eta\sin\Delta$. This is a first-order error in $\Delta$, but it too is opposite in the two zones at one $C$.

An azimuth error behaves differently. Let the fast axis lie at $45^\circ c+\gamma$. At fixed $x$, (5) gives, with $\tan C=c$ and $1/\cos^2C=2$,

$$\frac{d\ln\chi}{dC}=2\left(\frac{1}{c+w}+\frac{w}{1-cw}\right)=\frac{2(1+w^2)}{c(1-w^2)}=2c\cos2x, \tag{21}$$

where the last step uses $w=-i\tan x$. This is real, so $\ln\tan\Psi=\ln\tan\Psi'+2c\gamma\cos2x$. By (9), $\ln\tan\Psi'$ shifts by $2a\gamma\cos\Delta$. In addition, the reading rule takes $P-45^\circ c=x+\gamma$ for $x$, which shifts $\Delta'$ by $-2c\gamma$. That shift is the same in both zones at one $C$. It cancels to first order when both compensator settings are used, provided $\gamma$ is the same at both, as for an offset of the azimuth scale. The shift $2a\gamma\cos\Delta$, being opposite in the two zones, drops out of (18), which holds exactly for a lossless plate at any azimuth because (3) does, but biases the $\varepsilon$ of (20) by about $2\gamma\cot\Delta$ at $C=+45^\circ$, which is a further reason to choose $\Delta$ near $\pm90^\circ$ there.

### Example: an oxide film on silicon

Take a 100 nm film of index 1.46 on a substrate of index $3.88-0.02i$, at 633 nm and 70° incidence. These are rough typical values for silicon dioxide on silicon. With subscripts 0, 1, 2 for air, film and substrate, and $\theta_1$ the angle in the film, each polarization reflects as

$$r=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X},\qquad X=e^{-4\pi i n_1d\cos\theta_1/\lambda}, \tag{22}$$

where $r_{01}$ and $r_{12}$ are the Fresnel coefficients of the two interfaces. The ratio $r_p/r_s$ gives $\Psi=41.209^\circ$ and $\Delta=79.526^\circ$.

Let the plate be wrong by $\varepsilon=2^\circ=0.03491$ rad. For a zero-order plate this arises if it was made for 647 nm, since $633\times(1+2/90)=647$ when the birefringence is taken as constant. Equation (13) predicts

$$|\delta\ln\tan\Psi|=0.03491\times\sin79.526^\circ=0.0343,$$

$$|\delta\Psi|=\tfrac12\sin(82.418^\circ)\times0.0343\ \text{rad}=0.97^\circ.$$

The nulls, found numerically by seeking the polarizer azimuths at which the reflected light is linearly polarized, are at $C=+45^\circ$:

- $P=95.234^\circ$, $A=+42.186^\circ$;
- $P=5.234^\circ$, $A=-40.236^\circ$.

The readings of $\Psi$ are thus 0.977° too high and 0.973° too low. Both zones give $\Delta'=79.532^\circ$, which is 0.006° above the true value, as (17) requires. At $C=-45^\circ$ the larger $|A|$ belongs to the negative azimuth. Combining $A>0$ at $+45^\circ$ with $A<0$ at $-45^\circ$ therefore returns 42.186°, with no improvement. The proper pair gives 41.209° by (18), and its arithmetic mean is 0.002° higher. Its half log ratio, 0.03433, returns $\varepsilon=2.00^\circ$ through (20).

To see the cost in film properties, the readings were converted to thickness and film index by solving (22) numerically for both, with the substrate and the angle of incidence held fixed:

- $A>0$ alone: 101.61 nm and 1.4612;
- $A<0$ alone: 98.27 nm and 1.4591;
- pair mean: 100.01 nm and 1.4599.

A single zone misses the assumed thickness by 1.6% or 1.7%, although $\Delta'$ is almost correct, because near this thickness $\Psi$ changes by only 0.55° per nm and the single-zone error of $\Psi$ is about 1°. In the fit for both thickness and index, one degree of error in $\Psi$ moves the thickness by about 1.7 nm, and one degree in $\Delta$ moves it by about 1.2 nm. What remains in the pair mean comes from the second-order shift of $\Delta'$.

In a real instrument the assumption of equal transmission along the two axes can fail, because light reflected inside the plate can interfere with the direct beam. If each face has reflectance $R$, the transmitted amplitude along an axis with single-pass phase $\phi$ is proportional to $1/(1-Re^{-2i\phi})$. A quarter-wave difference reverses the sign of the exponential, so the amplitude ratio is at most $(1+R)/(1-R)$ and $|\eta|\le2\operatorname{artanh}R$. For an antireflection coating with $R=0.25\%$, the bound is 0.0050. At this bound, with $\varepsilon=2^\circ$ retained, the single-zone errors of $\Delta'$ are $+0.29^\circ$ and $-0.28^\circ$, and their mean is 0.006°. For an uncoated plate of index 1.54, $R=4.5\%$ and the bound is 0.090. The errors then reach $+5.1^\circ$ and $-5.0^\circ$, with a mean of 0.05°. At other values of $\phi$ the same factor shifts the retardance instead, by up to $2\arctan R$, which is 0.29° for the coated plate and 5.2° for the uncoated one. For a zero-order plate the direct effect of temperature is small: a rough relative change of birefringence of $10^{-4}$ per kelvin over 10 K alters $\varepsilon$ by 0.09° and a single-zone $\Psi$ by 0.04°. This leaves out the drift of $\phi$ itself. In a compound zero-order quartz plate about 1.6 mm thick, $2\phi$ changes by roughly 5 rad over 10 K, so where the interference is present $\eta$ and $\varepsilon$ can move through most of the ranges just given.

The azimuth error limits the pair average more severely. With $\gamma=0.1^\circ$ the mean $\Delta'$ at $C=+45^\circ$ is wrong by $-0.20^\circ$, and the inferred film is 99.76 nm thick with index 1.4624. In this example that index error, 0.0024, is larger than the error of about 0.001 that the 2° retardance error causes in a single zone. If $\gamma$ is the same at both compensator settings, averaging over all four zones brings the error of $\Delta'$ back to 0.006°, the second-order residue of the retardance error.

Numerical values quoted here were computed with a short program.
